# When annulenes begin to alternate in the Longuet-Higgins–Salem model

## Problem

A ring of $N$ carbon atoms, $N$ even, carries $N$ π electrons. Bond $i$ has length $r_i$ and hopping energy $-b(r_i)$, where

$$b(r)=b_0\,e^{-(r-r_0)/a}.$$

The σ bonds contribute $\sum_i f(r_i)$. The function $f$ is fixed by two demands: it vanishes at large $r$, and at equilibrium every bond obeys the linear law $r_i=r_s-\kappa p_i$, where $p_i$ is its π bond order. Bond lengths are independent variables; angle strain, electron repulsion and nuclear motion are left out.

Let the bonds alternate, $r_i=\bar r\pm u$.

(a) At what size do rings with $N=4n+2$ begin to alternate? Take $r_s=1.50$ Å, $\kappa=0.15$ Å, $a=0.30$ Å, $r_0=1.40$ Å.

(b) Show that rings with $N=4n$, in their closed-shell singlet state, lower their energy at first order in $|u|$, however stiff the σ bonds are.

## A tempting solution

The π energy is $-2\sum_i p_i b(r_i)$, with $p_i=\sum_k n_k c_{ki}c_{k,i+1}$ for orbitals $k$ with occupation $n_k$. Since $b'=-b/a$, the force condition is

$$\frac{\partial E}{\partial r_i}=f'(r_i)+\frac{2p_i\,b(r_i)}{a}=0 .$$

It must be equivalent to $p_i=(r_s-r_i)/\kappa$, so

$$f'(r)=-\frac{2b(r)(r_s-r)}{a\kappa},\qquad f(r)=\frac{2}{\kappa}\,b(r)\,(r_s-r-a).$$

Differentiating $f$ confirms this: $\frac2\kappa\left[-\frac ba(r_s-r-a)-b\right]=-\frac{2b}{a\kappa}(r_s-r)$.

In the uniform ring all bond orders equal one value $p$, by symmetry, and $r_s-\bar r=\kappa p$. Half the bonds lengthen by $u$ and half shorten by $u$, so the first-order change cancels. For the second order, differentiate $f'$ once more and write $\Lambda=a/\kappa$:

$$f''(\bar r)=\frac{2b(r_s-\bar r)}{a^2\kappa}+\frac{2b}{a\kappa}=\frac{2b}{a^2}(p+\Lambda).$$

The π part contributes $-2pb''=-2pb/a^2$. The curvature per bond is therefore

$$\frac{2b}{a^2}(p+\Lambda)-\frac{2pb}{a^2}=\frac{2b\Lambda}{a^2}>0 .$$

It is positive for every $N$. No ring would alternate, and part (b) would be false.

## Where it fails

The expression for $f$ and its derivatives are right. The fault is that $p_i$ was held fixed while the energy was differentiated twice. For a nondegenerate state the first derivative needs no change of the orbitals, because the energy is stationary with respect to them. The second derivative is the derivative of the force, and the force contains $p_i$. It therefore has a further term proportional to $dp_i/du$: a bond that shortens gains bond order, which favours further shortening.

For $N=4n$ the argument fails one order earlier. The uniform ring has two degenerate frontier orbitals holding two electrons, so its bond orders depend on which combination is filled. The symmetric choice of equal $p_i$ is not the one the singlet adopts once $u\neq0$.

Both faults are avoided by using the orbital energies of the distorted ring.

## Solution

### Energy of the alternating ring

Put $x=u/a$ and $\bar b=b(\bar r)$. The two hoppings have magnitudes $\bar b e^{-x}$ (long bond) and $\bar b e^{x}$ (short bond). There are $N/2$ cells of two atoms, with Bloch phases $k_j=4\pi j/N$, $j=0,\dots,N/2-1$. The levels satisfy

$$\varepsilon_j^2=\bar b^2\left|e^{-x}+e^{x}e^{ik_j}\right|^2=\bar b^2(2\cosh2x+2\cos k_j)=4\bar b^2(\cos^2\theta_j+\sinh^2x),$$

with $\theta_j=k_j/2=2\pi j/N$. The last step uses $\cosh 2x=1+2\sinh^2x$ and $1+\cos k_j=2\cos^2\theta_j$. Filling the $N/2$ lower levels with two electrons each gives

$$E_\pi=-4\bar b\,S,\qquad S=\sum_j\sqrt{\cos^2\theta_j+\sinh^2x}.$$

With $L=r_s-\bar r-a$, the σ energy is

$$\frac N2\,\frac{2\bar b}{\kappa}\left[e^{-x}(L-ax)+e^{x}(L+ax)\right]=\frac{2N\bar b}{\kappa}\left[L\cosh x+ax\sinh x\right].$$

### Relaxing the mean length

At fixed $x$ the total has the form $E=\bar b\,[C(r_s-\bar r-a)+D]$, where

$$C=\frac{2N}{\kappa}\cosh x,\qquad D=\frac{2N}{\kappa}ax\sinh x-4S .$$

Since $d\bar b/d\bar r=-\bar b/a$,

$$\frac{dE}{d\bar r}=-\frac{\bar b}{a}\left[C(r_s-\bar r-a)+D\right]-\bar bC=-\frac{\bar b}{a}\left[C(r_s-\bar r)+D\right].$$

This is negative below $\bar r=r_s+D/C$ and positive above it, so that point is the minimum. There the square bracket in $E$ equals $-aC$, and $E=-aC\bar b$.

Let $t=\tanh x$. Because $(\cos^2\theta+\sinh^2x)/\cosh^2x=\cos^2\theta\,(1-t^2)+t^2=\cos^2\theta+t^2\sin^2\theta$, the relaxed length is

$$\bar r=r_s+axt-\kappa g(t),\qquad g(t)=\frac2N\sum_j\sqrt{\cos^2\theta_j+t^2\sin^2\theta_j}.$$

Inserting it in $\bar b=b(r_s)e^{-(\bar r-r_s)/a}$ gives

$$E=-2N\Lambda\, b(r_s)\,e^{\Phi},\qquad \Phi=\ln\cosh x-xt+\frac{g(t)}{\Lambda}.$$

The energy is lowest where $\Phi$ is highest.

### The condition for alternation

The first two terms of $\Phi$ have a simple derivative: $\frac{d}{dt}(\ln\cosh x-xt)=t\frac{dx}{dt}-x-t\frac{dx}{dt}=-x$. Also $g'(t)=tR(t)$, with

$$R(t)=\frac2N\sum_j\frac{\sin^2\theta_j}{\sqrt{\cos^2\theta_j+t^2\sin^2\theta_j}}.$$

Hence, for $t>0$,

$$\frac{d\Phi}{dt}=\frac t\Lambda\left[R(t)-\Lambda\,\frac{\operatorname{artanh}t}{t}\right].$$

The function $\operatorname{artanh}t/t=1+t^2/3+\dots$ rises from 1 to infinity, while $R(t)$ falls.

For $N=4n+2$ no $\cos\theta_j$ vanishes, since that would require $j=N/4$. Therefore $R(0)$ is finite:

$$G_N\equiv R(0)=\frac2N\sum_j\frac{\sin^2\theta_j}{|\cos\theta_j|}.$$

If $G_N\le\Lambda$, the bracket is negative for all $t>0$, and the uniform ring is the lowest of all alternating geometries. If $G_N>\Lambda$, the bracket changes sign once, and the ring has one pair of minima at $\pm u$. As $G_N$ approaches $\Lambda$ from above, $u$ tends to zero. The onset is continuous, with no separate minimum at large distortion.

The comparison with the tempting solution follows from small $t\approx u/a$, where $\Phi\approx\Phi(0)+\frac{t^2}{2}(G_N/\Lambda-1)$. Since $b(r_s)e^{\Phi(0)}$ is $\bar b$ of the uniform ring,

$$\frac{E(u)-E(0)}{N}\approx\frac{\bar b}{a^2}(\Lambda-G_N)\,u^2 .$$

The curvature per bond is $2\bar b(\Lambda-G_N)/a^2$. The term $-2\bar bG_N/a^2$ is what fixed bond orders had omitted.

### How $G_N$ depends on size

Write $N=2m$ with $m$ odd, and split $\sin^2\theta/|\cos\theta|=1/|\cos\theta|-|\cos\theta|$.

The second part is the uniform bond order $p_N=\frac2N\sum_j|\cos\theta_j|$. Since $|\cos\theta|$ has period $\pi$, the angles may be taken as $\pi l/m$ with $|l|\le(m-1)/2$, where the cosine is positive. The geometric sum gives $1/\sin(\pi/2m)$, so $p_N=2/[N\sin(\pi/N)]$. This falls with $N$, because $y/\sin y$ increases with $y=\pi/N$.

For the first part, $\cos(\pi l/m)=\sin[\pi(m-2l)/2m]$, and $m-2l$ runs through the odd numbers $2q+1$ from 1 to $2m-1$. Use the integral

$$\frac1{\sin\pi\alpha}=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{\alpha s}}{1+e^s}\,ds,\quad 0<\alpha<1,\qquad \sum_{q=0}^{m-1}e^{(2q+1)s/2m}=\frac{e^s-1}{2\sinh(s/2m)} .$$

The factor $(e^s-1)/(e^s+1)$ is $\tanh(s/2)$, and the integrand is even. With $s=2v$,

$$\frac2N\sum_j\frac1{|\cos\theta_j|}=\frac2\pi\int_0^\infty\frac{\tanh v}{m\sinh(v/m)}\,dv .$$

At fixed $v$ the denominator falls as $m$ grows, so the integral rises. With $p_N$ falling, $G_N$ increases with $N$, and there is a single critical size.

For large $m$, set $v=mw$ and integrate by parts with $\frac{d}{dw}\ln\tanh\frac w2=\frac1{\sinh w}$. The boundary terms vanish, and the integral becomes

$$-\int_0^\infty\operatorname{sech}^2v\;\ln\tanh\frac{v}{2m}\,dv\approx\ln 2m-\int_0^\infty\operatorname{sech}^2v\,\ln v\,dv .$$

To find the last integral, expand $\operatorname{sech}^2v=4\sum_k(-1)^{k-1}k\,e^{-2kv}$. For $s>0$ this gives

$$\int_0^\infty v^s\operatorname{sech}^2v\,dv=2^{1-s}\,\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_k(-1)^{k-1}k^{-s}.$$

As $s\to0$ the alternating sums tend to the mean of successive partial sums: $\eta(0)=\frac12$ and, by Wallis's product, $\eta'(0)=\frac12\ln\frac\pi2$. The derivative at $s=0$ is thus $-\ln2-\gamma+\ln\frac\pi2=\ln\frac\pi4-\gamma$, with $\gamma$ Euler's constant. Since $p_N\to2/\pi$,

$$G_N\approx\frac2\pi\left[\ln\frac{4N}{\pi}+\gamma-1\right],\qquad N^*\approx\frac\pi4\,e^{\pi\Lambda/2+1-\gamma},$$

where $N^*$ solves $G_N=\Lambda$. The first alternating ring is usually the first $4n+2$ above this estimate. When $N^*$ falls just below a ring size, the exact sum $G_N$ must decide: at $\Lambda=1.35$ the estimate is 9.99, but $G_{10}=1.342<\Lambda$ and the first alternating ring has $N=14$.

### Answer to (a)

Here $\Lambda=0.30/0.15=2$ and $N^*\approx27.7$. The sums themselves give $G_{26}=1.958<2$ and $G_{30}=2.049>2$. **Alternation begins at $N=30$, that is $n=7$.**

For $N=26$ the uniform length is $1.50-0.15\times0.6382=1.4043$ Å, so $\bar b=e^{-0.0043/0.30}\,b_0=0.986\,b_0$. The curvature per bond is $2\times0.986\times(2-1.9575)/0.09=0.93\ b_0/$Å$^2$. Fixed bond orders would have given about 44. At $N=30$ the curvature is $-1.07\ b_0/$Å$^2$.

The derivation compares alternating geometries only. The full matrix of second derivatives was therefore computed for both rings. Alternation is the softest mode in each; the next eigenvalue is 20.0 at $N=26$ and 18.1 at $N=30$, in the same unit. Relaxing all bonds from a random start also led to the uniform ring at 26 and the alternating one at 30.

The distortion at onset is slight: bonds of 1.396 and 1.413 Å, and a gain of $6\times10^{-4}\,b_0$ for the whole ring. Whether nuclear zero-point motion would wash out so shallow a double well is outside this model.

The critical size depends exponentially on $\Lambda$. Raising $a$ to 0.31 Å moves $N^*$ to 30.8 and the first alternating ring to 34; $a=0.35$ Å gives 50. The number 30 belongs to the chosen parameters, and the criterion $G_N>\Lambda$ to the model.

### The infinite ring

As $N\to\infty$, $G_N$ grows without bound, so a sufficiently large ring alternates at any finite $\Lambda$. The amplitude stays finite. The sum $R(t)$ becomes $\frac2\pi$ times an integral over $0<\theta<\pi/2$. With $y=\cos\theta$ and small $t$, that integral is

$$\int_0^1\frac{\sqrt{1-y^2}}{\sqrt{y^2+t^2}}\,dy\approx\ln\frac2t-\int_0^1\frac{1-\sqrt{1-y^2}}{y}\,dy=\ln\frac4t-1,$$

the last integral being $1-\ln2$. Setting $\frac2\pi(\ln\frac4t-1)=\Lambda$ gives $t\approx4e^{-1-\pi\Lambda/2}=0.064$ and $u\approx at=0.019$ Å. The full equation gives 0.0192 Å, with bonds of 1.386 and 1.424 Å.

### Answer to (b)

For $N=4n$ the value $j=n$ gives $\theta_j=\pi/2$ and $\cos\theta_j=0$. This pair of levels lies at $\pm2\bar b\sinh|x|$. In the closed-shell singlet both frontier electrons occupy the lower one and contribute $-4\bar b\sinh|x|$. Every other π level is smooth and even in $x$, and so is the σ energy, since reversing $u$ merely exchanges long and short bonds. At fixed $\bar r$,

$$E(u)=E(0)-\frac{4b(\bar r)}{a}|u|+O(u^2).$$

The σ stiffness enters at order $u^2$. However large its finite coefficient, the linear term wins at small enough $|u|$, so the uniform ring is never a minimum. This completes the proof.

For $N=8$ the formula gives a slope of $-12.92\ b_0/$Å at $\Lambda=2$, and diagonalization of the ring agrees. With $\kappa$ a hundred times smaller, $\Lambda=200$, the slope is still $-9.58\ b_0/$Å. It is smaller because $\bar r$ has moved towards $r_s$, where $b$ is weaker.

Stiffness limits the size of the distortion. The frontier pair adds $2/(Nt)$ to $R(t)$, which now diverges at $t=0$, so the condition $R=\Lambda\operatorname{artanh}t/t$ has one solution for every $\Lambda$. For large $\Lambda$ it reduces to $\Lambda t\approx2/N$, or $u\approx2\kappa/N$.

The four-membered ring can be solved in closed form. There $R=1/(2t)$, so $x=1/(2\Lambda)$ and $u=\kappa/2$. With $g=(1+t)/2$, the mean length is $r_s+\frac{\kappa t}2-\frac{\kappa(1+t)}2=r_s-\frac\kappa2$. The bonds are $r_s-\kappa=1.35$ Å and $r_s=1.50$ Å, with bond orders 1 and 0: two separate double bonds.

The closed shell is essential. In the triplet, one electron sits in each level of the frontier pair and the linear terms cancel. The earlier steps then hold with $\theta=\pi/2$ left out of the sums, and a finite threshold returns: at $\Lambda=2$ the first $4n$ triplet unstable to strict alternation has $N=112$. This is not the size at which the uniform triplet first loses stability. Its softest mode is an alternation whose amplitude changes sign twice around the ring, and that mode becomes unstable already at $N=76$. The uniform singlet and triplet are degenerate here; electron repulsion, which would separate them, is absent. The cusp in $|u|$ also depends on that absence. An on-site repulsion $U$ splits the singlets of the frontier pair, and the lowest one then changes only at order $u^2$. Exact diagonalization of the four-membered ring at $U=b_0$ gives $[E_\pi(u)-E_\pi(0)]/u=-0.32$ and $-0.032\ b_0/$Å at $u=10^{-3}$ and $10^{-4}$ Å, against $-12.3$ at $U=0$. That ring still distorts at $\Lambda=2$ but no longer at $\Lambda=200$. Result (b) is a property of independent electrons and should not be carried over unchanged to real $4n$ rings.

The two families approach each other as $N$ grows. The singlet at $N=60$ has $u=0.0197$ Å and the ring at $N=62$ has 0.0187 Å, on either side of the infinite-ring value. The numerical output lists the intermediate sizes.

## Numbers as computed

```
r_s = 1.50 A, kappa = 0.15 A, a = 0.30 A, r0 = 1.40 A
stiffness Lambda = a/kappa = 2.0000
first alternating 4n+2 ring: N = 30
estimate N* from logarithmic law = 27.74
N=26: two lowest Hessian eigenvalues (b0/A^2) = 0.931, 20.007
N=30: two lowest Hessian eigenvalues (b0/A^2) = -1.072, 18.054
4n+2: N, p uniform, G_N, u (A), short (A), long (A), gain (b0)
   6 0.6667 1.0000 0.0000 1.4000 1.4000 0.000e+00
  10 0.6472 1.3416 0.0000 1.4029 1.4029 0.000e+00
  18 0.6399 1.7220 0.0000 1.4040 1.4040 0.000e+00
  26 0.6382 1.9575 0.0000 1.4043 1.4043 0.000e+00
  30 0.6378 2.0489 0.0088 1.3957 1.4133 6.114e-04
  34 0.6375 2.1288 0.0132 1.3915 1.4178 3.962e-03
  42 0.6372 2.2636 0.0166 1.3883 1.4214 1.493e-02
  62 0.6369 2.5118 0.0187 1.3863 1.4237 4.790e-02
 102 0.6367 2.8289 0.0192 1.3859 1.4242 1.099e-01
infinite ring: u = 0.0192 A, short = 1.3858 A, long = 1.4242 A
4n singlet: N, p uniform, u (A), short (A), long (A), gain (b0)
   4 0.5000 0.0750 1.3500 1.5000 4.624e-01
   8 0.6036 0.0454 1.3647 1.4554 2.939e-01
  12 0.6220 0.0353 1.3720 1.4426 2.312e-01
  16 0.6284 0.0301 1.3762 1.4364 1.985e-01
  28 0.6339 0.0235 1.3819 1.4289 1.570e-01
  60 0.6360 0.0197 1.3854 1.4247 1.429e-01
4n cusp: N, Lambda, slope by diagonalization, -4b/a (b0/A)
   4 2.0 -12.2673 -12.2673
   8 2.0 -12.9191 -12.9191
  28 2.0 -13.1170 -13.1170
   4 200.0 -9.5777 -9.5777
   8 200.0 -9.5826 -9.5826
  28 200.0 -9.5841 -9.5841
N=8, Lambda=200: u = 3.7566e-04 A, 2 kappa/N = 3.7500e-04 A
4n triplet: first N unstable to alternation = 112
triplet curvature at N=108, 112 (b0/A^2): 0.373, -0.134
sensitivity: a (A), Lambda, first alternating N, estimate N*
0.25 1.6667 18 16.43
0.30 2.0000 30 27.74
0.31 2.0667 34 30.80
0.35 2.3333 50 46.82
```
